# A Postselected Linear-Optical CNOT with Success Probability 1/9, part 2

Two photons carry two qubits through a circuit of waveguide couplers, which acts as a CNOT gate in the runs that are accepted. The question now is how this gate behaves when it is joined to others and when its parts are imperfect. We use $\hbar=1$.

The control photon occupies rail $c_0$ or $c_1$ and the target photon $t_0$ or $t_1$, for logical 0 or 1. In $|jk\rangle$ the control is in $c_j$ and the target in $t_k$. We write $|\pm\rangle=(|0\rangle\pm|1\rangle)/\sqrt2$. A run is accepted when exactly one photon leaves in each qubit's pair of rails.

In a coupler of angle $\theta$, proportional to its length, a photon stays in its guide with amplitude $\cos\theta$ and crosses with amplitude $i\sin\theta$. It stays with probability $\eta=\cos^2\theta$. The central stage has three couplers with the same $\eta$: one joins $c_0$ to a dump, one joins $t_0$ to another dump, and the shared one joins $c_1$ to $t_1$. The dumps are extra guides that enter empty. On accepted states, in the order 00, 01, 10, 11, the stage is

$$D(\eta)={\rm diag}(\eta,\eta,\eta,2\eta-1),$$

with diagonal entries $D_{jk}$. The sign condition $2\eta-1=-\eta$ gives $\eta=1/3$. For rail input 11 there are then two histories: both photons stay, with amplitude $1/3$, or both cross, with amplitude $-2/3$.

A Hadamard gate $H$ acts on the target before and after the central stage. Each is a balanced coupler, $\theta=\pi/4$, with phase shifts on $t_1$. It satisfies $H^2=1$, $H|+\rangle=|0\rangle$ and $H|-\rangle=|1\rangle$. A rail input is the state entering the central stage; a logical input is the state before the first Hadamard. The accepted map is

$$K=(1\otimes H)\,D\,(1\otimes H),$$

where the first factor refers to the control. At $\eta=1/3$ it is $K={\rm CNOT}/3$, with success probability $1/9$ for every input. Failures of $|0,+\rangle$ all put light into a dump; those of $|1,-\rangle$ all put two photons into one qubit.

### 10. Acceptance has to be checked

The gate does not announce its success. With ordinary detectors, one learns that a run was good by detecting both photons, which ends their use. Joining two such gates on the same pair of qubits and checking only at the end does not give the product of two accepted maps.

Send $|1,-\rangle$ through two gates in series. The Hadamards between them cancel, so the photons pass two shared couplers one after the other, with total angle $2\theta$. For a coupler of angle $\Theta$ the coincidence amplitude is $\cos^2\Theta-\sin^2\Theta=\cos2\Theta$. One gate gives $\cos2\theta=-1/3$. Two give

$$\cos4\theta=2\cos^22\theta-1=\tfrac29-1=-\tfrac79 .$$

Two accepted maps in sequence would give $(-1/3)^2=+1/9$. The difference, $-8/9$, comes from histories in which both photons were in the rails of the same qubit after the first gate and separated again in the second. The map $K$ may be used for a gate inside a larger circuit when the rest of the circuit guarantees that such histories cannot end as accepted runs. An example is a second gate that joins one of the two qubits to a third, when the other is not used again. A failure of the first gate then leaves either the wrong number of photons in the unused qubit or too few photons in total.

### 11. Phases on the rails

Suppose each rail acquires some phase before and after the central stage. Let $\gamma_{cj}$ and $\gamma_{tk}$ be the total phases on rails $c_j$ and $t_k$. Each accepted output has the same rails occupied as its input, so $D_{jk}$ is multiplied by $e^{i(\gamma_{cj}+\gamma_{tk})}$. In the ratio

$$\frac{D_{11}D_{00}}{D_{10}D_{01}}=\frac{(-1/3)(1/3)}{(1/3)(1/3)}=-1$$

every phase appears once above and once below, and cancels. Separate phase gates on the two qubits would give $+1$. The conditional sign is thus a property of the two-photon interference, and not of a phase convention.

Uncorrected phases can still spoil the logic. Let rail $t_1$ have an error $\varphi$ between the two Hadamards. For control 0, the target sees

$$H\begin{pmatrix}1&0\\0&e^{i\varphi}\end{pmatrix}H=\frac12\begin{pmatrix}1+e^{i\varphi}&1-e^{i\varphi}\\1-e^{i\varphi}&1+e^{i\varphi}\end{pmatrix}.$$

The target should not flip, but does so with probability $|1-e^{i\varphi}|^2/4=\sin^2(\varphi/2)$. For control 1, $e^{i\varphi}$ is replaced by $-e^{i\varphi}$. The target should flip, and fails to do so with the same probability. Among accepted runs with a basis input, the share with a wrong target bit is $\sin^2(\varphi/2)$. The phase is a unitary operation on the target, so the success probability stays $1/9$. A correct success rate does not prove a correct gate.

### 12. Coupler errors

Now let all couplers have a wrong angle, the same for the three central couplers and the same for the two balanced ones. The faulty target couplers, with their phase shifts, form a unitary $S$ in place of $H$, and

$$K=(1\otimes S)D(\eta)(1\otimes S),\qquad
K^\dagger K=(1\otimes S)^\dagger D(\eta)^2(1\otimes S).$$

A unitary change of basis keeps eigenvalues. The success probability therefore ranges between the smaller and the larger of

$$\eta^2\qquad\text{and}\qquad(2\eta-1)^2 .$$

Errors in the balanced couplers alone leave it at $1/9$, though for control 1 the target is then not flipped correctly. Control 0 is unharmed only because the two errors are equal, so that $S^2=1$; with unequal errors it can also give a wrong target bit. For a small change $\delta\eta$ about $1/3$,

$$\delta(\eta^2)=2\eta\,\delta\eta=\tfrac23\delta\eta,\qquad
\delta(2\eta-1)^2=4(2\eta-1)\,\delta\eta=-\tfrac43\delta\eta .$$

The two values move apart, and the one that relies on interference moves twice as fast.

### 13. Photons that can be told apart

Let the control photon have wave packet $\phi$ and the target photon $\chi$, both normalised, with squared overlap $I=|\langle\phi|\chi\rangle|^2$. Write $|\phi\chi\rangle$ when the photon leaving in the control has packet $\phi$ and the one leaving in the target has $\chi$. For rail input 11, the two histories now end in different states:

$$\tfrac13|\phi\chi\rangle-\tfrac23|\chi\phi\rangle .$$

Since $\langle\phi\chi|\chi\phi\rangle=\langle\phi|\chi\rangle\langle\chi|\phi\rangle=I$, the success probability for $|1,-\rangle$ is

$$p_{1-}=\tfrac19+\tfrac49-2\cdot\tfrac13\cdot\tfrac23\,I=\frac{5-4I}{9}.$$

It equals $1/9$ at $I=1$ and $5/9$ at $I=0$. For this input, poor interference raises the coincidence rate.

The logical output is still $|1,-\rangle$, because both histories leave one photon in $c_1$ and one in $t_1$ before the last Hadamard.

For other inputs the extra coincidences can be errors. For logical input 10, the first Hadamard turns the target into $|+\rangle$, and the accepted state after the central stage is

$$\frac1{\sqrt2}\left[\tfrac13|\phi\chi\rangle|10\rangle+\left(\tfrac13|\phi\chi\rangle-\tfrac23|\chi\phi\rangle\right)|11\rangle\right].$$

The second Hadamard adds the two brackets for target 0 and subtracts them for target 1, with another factor $1/\sqrt2$:

$$\text{target 0: }\ \tfrac13\left(|\phi\chi\rangle-|\chi\phi\rangle\right),\qquad
\text{target 1: }\ \tfrac13|\chi\phi\rangle .$$

The correct output, target 1, has probability $1/9$ for any $I$. The wrong one has probability $2(1-I)/9$. Its share of the accepted runs is

$$\frac{2(1-I)}{1+2(1-I)}=\frac{2(1-I)}{3-2I}.$$

The probabilities are linear in $I$. If the packets vary from run to run, $I$ is replaced in them by its mean.

For a delay $\tau$ between equal packets with a Gaussian spectral density of standard deviation $\sigma$ in angular frequency, the overlap is the Fourier transform of that density. Its magnitude is $e^{-\sigma^2\tau^2/2}$, so $I=e^{-\sigma^2\tau^2}$.

### 14. A silicon chip near 1550 nm

The example is a circuit of silicon strip waveguides. All parameters are rough typical values or round assumptions.

**Couplers.** The wavelength is 1550 nm, which is a photon energy of 0.7999 eV. Full power transfer, $\theta=\pi/2$, is taken to need 45000 nm. The one-third coupler has $\theta=\arccos\sqrt{1/3}=0.9553$, so its length is

$$\frac{0.9553}{\pi/2}\times45000\ {\rm nm}\approx27400\ {\rm nm}.$$

The balanced coupler needs half the transfer length, 22500 nm. Bends, which also couple the guides, are ignored.

**Coupler error.** If all angles are 3 % too large, $\eta=0.3066$. The success probability then ranges from $0.3066^2=0.094$ to $(2\times0.3066-1)^2=0.150$, depending on the input. If they are 3 % too small, $\eta=0.3606$ and the range is 0.078 to 0.130.

**Delay.** The photons have a bandwidth of 0.8 nm (full width at half maximum), and one path is 50000 nm longer at group index 4.2. The delay is 0.70 ps. With $\sigma=\pi c\,\Delta\lambda/(\lambda^2\sqrt{2\ln2})$ the speed of light cancels:

$$\sigma\tau=\frac{\pi\times0.8\times4.2\times50000}{1550^2\sqrt{2\ln2}}=0.187,\qquad I=e^{-0.187^2}=0.966 .$$

The success probability for $|1,-\rangle$ rises from 0.111 to 0.126. For input 10, the wrong output has probability 0.0076 against 0.1111 for the correct one, a share of 6.4 % of accepted runs.

**Temperature.** Let the two target rails differ by 1 K over 200000 nm, with a thermo-optic coefficient of $2\times10^{-4}$ per K. Then

$$\varphi=\frac{2\pi\times2\times10^{-4}\times1\times200000}{1550}=0.162 ,$$

and the wrong-bit share is $\sin^2(0.0811)=0.0066$.

**Loss.** Take a path loss of 3 dB per photon and a detector efficiency of 0.85, equal for all four rails. Each photon is then registered with probability $T=10^{-0.3}\times0.85=0.426$. Both must be registered, so the observed coincidence probability is

$$\frac{T^2}{9}=\frac{0.426^2}{9}=0.0202,$$

about one run in fifty. It is still the same for every input. If the efficiencies differed only between the two qubits, $T^2$ would become the product of the two values, and the probability would still not depend on the input, provided the difference arises before or after the central couplers and not inside the shared one. If the two rails of one qubit had unequal efficiencies, the outputs would carry different factors, and this would no longer hold.

**Extra photons.** Let each source emit two photons instead of one with relative probability 0.005. The detectors click without counting photons, and a run is accepted when one control and one target detector click. For the four basis inputs, coincidences from runs with one extra photon amount to 2.6 % to 4.0 % of the normal coincidences. This is more than the 1 % that the two emission ratios add up to, so a run with three photons passes the test more readily than one with two. It can, for instance, lose a photon to a dump or on the way to a detector and still give both clicks. The extra photon is taken to be identical to its partner.

**Background.** At 100 dark counts per second and a window of 1 ns, the chance of a dark click in any of four detectors is at most $4\times10^{-7}$ per run. If each source delivers a photon in every run, this bounds the dark-count share of the observed coincidences by $2\times10^{-5}$. Sources that fire less often make the share larger. The empty ports hold $1/(e^{E/k_BT_0}-1)=3.7\times10^{-14}$ thermal photons per mode at $T_0=300$ K, where $E$ is the photon energy, so treating them as vacuum is safe here.

### 15. The model beside real devices

Real silicon circuits do not have exact couplers, because the coupling depends on the gap, the guide width and the wavelength. An angle error of 3 % moves the success probability of some inputs by about a third of its ideal value. In typical strip guides a change of a few nanometres in gap or width is enough to cause such an error, and 45000 nm stands for one design among many. The path mismatch of 50000 nm is large for two paths laid out on one chip, where it can be designed much smaller; it stands for an uncorrected delay before the chip. A total path loss of 3 dB is favourable once coupling between fibre and chip is included, and the coincidence rate falls as the square of the efficiency. If the photons came from silicon colour centres, the couplers would have to be designed for the emission wavelength, and any difference or wandering of the emission frequencies would enter through the mean of $I$. The ideal value $1/9$ describes the circuit. For runs in which both sources deliver a photon, equal losses reduce the coincidence probability at the detectors by the factor $T^2$. Runs in which a source delivers none reduce the rate further.

The numerical output below includes a calculation of the full two-photon circuit for 2000 random, generally entangled inputs. The smallest and the largest success probability both came out as 0.1111111111.

## Values computed for the example and the checks

```
wavelength: 1550 nm
photon energy: 0.7999 eV
one-third coupler angle: 0.95532 rad
complete-transfer length: 45000 nm
one-third coupler length: 27368 nm
balanced coupler length: 22500 nm
accepted map K, real part (rows: output 00,01,10,11):
   0.33333  0.00000  0.00000  0.00000
   0.00000  0.33333  0.00000  0.00000
   0.00000  0.00000  0.00000  0.33333
   0.00000  0.00000  0.33333  0.00000
largest imaginary part of K below 1e-12: True
success, 2000 random inputs, min: 0.1111111111
success, 2000 random inputs, max: 0.1111111111
input +,0: output amplitude of 00: 0.23570
input +,0: output amplitude of 11: 0.23570
failure probability (photon in dump, both in one qubit):
  input 0,+: 0.88889, 0.00000
  input 1,-: 0.00000, 0.88889
stay probability solving the sign condition: 0.33333333
success without dump couplers, rail inputs 00,01,10,11:
  1.00000 0.33333 0.33333 0.11111
phase invariant, random rail phases: -1.000000
coupler angle error +3 %: stay prob. 0.3066
  success range over inputs: 0.0940 to 0.1496
coupler angle error -3 %: stay prob. 0.3606
  success range over inputs: 0.0777 to 0.1300
photon bandwidth (FWHM): 0.8 nm
path mismatch: 50000 nm
group index: 4.2
arrival delay: 0.700 ps
squared wave-packet overlap I: 0.9658
success for input 1,- with this I: 0.1263
input 10: correct output probability: 0.1111
input 10: wrong output probability: 0.0076
input 10: wrong share of accepted runs: 0.0640
thermo-optic coefficient: 2.0e-04 per K
target arm length: 200000 nm
rail temperature difference: 1.0 K
target phase error: 0.1621 rad
wrong-bit share from phase error: 0.00656
path loss per photon: 3.0 dB
detector efficiency: 0.85
total efficiency T per photon: 0.4260
observed coincidence probability: 0.02016
two- to one-photon emission ratio: 0.005
extra-photon coincidences relative to observed, basis inputs:
  0.0257 to 0.0401
dark rate: 100 per s; window: 1 ns
dark-count share, upper bound: 2.0e-05
thermal photons per empty port at 300 K: 3.7e-14
```
